\section*{No hyperfine field at the centre of a hollow spherical spin cloud}

\section*{Question}

A phosphorus atom has three unpaired $3p$ electrons with parallel spins. Their density vanishes at the nucleus, but they surround it closely. Each electron is a small magnet, and the field of a magnet falls off as $r^{-3}$, so I would expect the nucleus to feel a strong field, set by the average $\langle r^{-3}\rangle$ of the $3p$ orbital. On the other hand, the three $p$ orbitals together form a spherical cloud, and I am not sure what its symmetry does to the field.

Does a spherical spin cloud that surrounds the nucleus without touching it produce a hyperfine field there? More generally, which parts of a spin density does the nucleus feel?

\section*{Answer}

The spherical cloud produces no field at its centre, however large $\langle r^{-3}\rangle$ is. The nucleus feels two things: the spin density at its own position, and the $l=2$ part of the surrounding density, weighted by $r^{-3}$. Your estimate has the right size for one electron in one $p$ orbital, but it leaves out the angular factor of the dipole field, which changes sign with direction.

\subsection*{Assumptions and signs}

Take a point nucleus at the origin, nonrelativistic electrons, no orbital current, and spins that all share the axis $z$. Let $\rho_s=n_\uparrow-n_\downarrow$ be the spin density. The density of $S_z/\hbar$ is $\rho_s/2$, so the magnetization is
\begin{equation}
M_z(\mathbf r)=\frac{g_e\mu_B}{2}\,\rho_s(\mathbf r),\qquad g_e=-2.002319 .
\end{equation}
The negative $g_e$ says that the electron's moment is opposite to its spin. I assume that $\rho_s$ is smooth, or has at most a cusp at the nucleus, so that its gradient stays bounded, and that it decays at least exponentially at large distance, as in an atom or molecule.

\subsection*{The field from the bound current}

A magnetization acts as a current density $\mathbf J=\nabla\times\mathbf M$. With $\mathbf M=M_z\hat{\mathbf z}$,
\begin{equation}
\mathbf J=(\partial_yM_z,\,-\partial_xM_z,\,0).
\end{equation}
The vector from a source point $\mathbf r$ to the nucleus is $-\mathbf r$, so the Biot--Savart law gives
\begin{equation}
\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,dV .
\end{equation}
The $z$ component of the cross product is $-(J_xy-J_yx)=-(y\,\partial_yM_z+x\,\partial_xM_z)$. Hence
\begin{equation}
B_z(0)=-\frac{\mu_0}{4\pi}\int\mathbf v\cdot\nabla M_z\,dV,\qquad
\mathbf v=\frac{(x,y,0)}{r^3}. \label{eq:current}
\end{equation}
Near the origin $\mathbf v$ grows as $r^{-2}$ while $dV$ contains $r^2dr$, so the integral converges and no delta function is needed.

To bring out $M_z$ itself, leave out a sphere of radius $\varepsilon$ and integrate by parts. The divergence of $\mathbf v$ is
\begin{equation}
\nabla\cdot\mathbf v=\frac{2}{r^3}-\frac{3(x^2+y^2)}{r^5}
=\frac{2-3\sin^2\theta}{r^3}=\frac{3\cos^2\theta-1}{r^3}.
\end{equation}
Since $\mathbf v\cdot\nabla M_z=\nabla\cdot(M_z\mathbf v)-M_z\nabla\cdot\mathbf v$,
\begin{equation}
-\int_{r>\varepsilon}\mathbf v\cdot\nabla M_z\,dV
=\int_{r>\varepsilon}M_z\frac{3\cos^2\theta-1}{r^3}\,dV
-\oint_{r=\varepsilon}M_z\,\mathbf v\cdot\mathbf n\,dA .
\end{equation}
The surface at infinity contributes nothing. On the small sphere the normal pointing out of the integration region is $\mathbf n=-\hat{\mathbf r}$, and $\mathbf v\cdot\hat{\mathbf r}=(x^2+y^2)/r^4=\sin^2\theta/\varepsilon^2$. With $dA=\varepsilon^2d\Omega$, the surface term becomes
\begin{equation}
+\oint M_z\sin^2\theta\,d\Omega\;\longrightarrow\;
M_z(0)\,2\pi\int_{-1}^{1}(1-c^2)\,dc=\frac{8\pi}{3}M_z(0)
\end{equation}
as $\varepsilon\to0$, where $c=\cos\theta$. Therefore
\begin{align}
B_z(0)&=\frac{g_e}{2}\,\frac{\mu_0\mu_B}{4\pi}\,K,\\
K&=\frac{8\pi}{3}\rho_s(0)+\int\rho_s\,\frac{3\cos^2\theta-1}{r^3}\,dV .
\label{eq:K}
\end{align}
The first term of $K$ is the contact term. The second is the dipole term, understood as the limit in which the excluded sphere shrinks to zero.

\subsection*{Why only $l=2$ survives}

Average $\rho_s$ over the azimuth, which does not change the dipole term, and expand the result as $\sum_l\rho_l(r)P_l(\cos\theta)$. The angular factor is $3\cos^2\theta-1=2P_2(\cos\theta)$, and Legendre polynomials are orthogonal:
\begin{equation}
\int P_l\,2P_2\,d\Omega=2\cdot2\pi\cdot\frac{2}{5}\,\delta_{l2}=\frac{8\pi}{5}\,\delta_{l2}.
\end{equation}
The radial factor is $r^2dr/r^3=dr/r$, so
\begin{equation}
K=\frac{8\pi}{3}\rho_s(0)+\frac{8\pi}{5}\int_0^\infty\rho_2(r)\,\frac{dr}{r}. \label{eq:l2}
\end{equation}
The integral converges at the origin: a bounded gradient makes $\rho_s-\rho_s(0)$ vanish at least as fast as $r$, and $\rho_2$ with it.

The transverse field follows the same rule. The $x$ component of $\mathbf J\times(-\mathbf r)$ is $-J_yz=z\,\partial_xM_z$, and
\begin{equation}
\frac{z\,\partial_xM_z}{r^3}=\partial_x\!\left(\frac{zM_z}{r^3}\right)+\frac{3xz}{r^5}M_z .
\end{equation}
The surface term is now proportional to $M_z(0)\oint xz\,d\Omega=0$. What remains is the average of $3xz/r^5$, and $xz$ is an $l=2$ function. The $y$ component follows on replacing $x$ by $y$.

A spherical cloud has $\rho_2=0$ and no $xz$ or $yz$ part. If also $\rho_s(0)=0$, every component of the field at the centre vanishes.

The current integral \eqref{eq:current}, evaluated numerically without the integration by parts, can be compared with this result. For $\rho_s=e^{-4(r-3)^2}$, a spherical shell at 3 bohr with negligible density at the origin, $|K|$ is about $4\times10^{-15}$ bohr$^{-3}$, which is no more than rounding error and the contact term of the shell's tail at the origin, $\frac{8\pi}{3}e^{-36}\approx2\times10^{-15}$ bohr$^{-3}$. The same shell multiplied by $P_2$ gives $K=1.506437$ bohr$^{-3}$, in agreement with \eqref{eq:l2}. Both shells lie at the same distance from the nucleus; only their shape differs.

\subsection*{The $3p$ electrons one at a time}

With radial function $R(r)$, the density of a $p_z$ orbital is
\begin{equation}
\frac{3}{4\pi}R^2\cos^2\theta=\frac{R^2}{4\pi}(1+2P_2),
\qquad\text{so}\qquad \rho_2=\frac{R^2}{2\pi}.
\end{equation}
Because $\langle r^{-3}\rangle=\int R^2\,dr/r$, equation \eqref{eq:l2} gives
\begin{equation}
K(p_z)=\frac{8\pi}{5}\cdot\frac{1}{2\pi}\,\langle r^{-3}\rangle=\frac45\langle r^{-3}\rangle .
\end{equation}
The other two orbitals together have the density
\begin{equation}
\frac{3}{4\pi}R^2\sin^2\theta=\frac{R^2}{4\pi}(2-2P_2),
\end{equation}
whose $P_2$ part is the opposite one, so they contribute $-\frac45\langle r^{-3}\rangle$.

For numbers, take the free phosphorus atom with $M_S=+3/2$ in restricted open-shell Hartree--Fock (ROHF). In this method paired electrons share the same orbital and cancel in $\rho_s$, which leaves the bare $3p^3$ cloud. The calculation gives $\langle r^{-3}\rangle=3.3107$ bohr$^{-3}$; a larger basis gives $3.3111$, which leaves the fields below unchanged to the digits shown. The conversion factor is
\begin{equation}
\frac{g_e}{2}\,\frac{\mu_0\mu_B}{4\pi a_0^3}=-1.00116\times6.25841\ \text{T}=-6.26567\ \text{T}
\end{equation}
for each bohr$^{-3}$ of $K$. One $3p_z$ electron therefore gives
\begin{equation}
B_z=-6.26567\times0.8\times3.3107\ \text{T}=-16.6\ \text{T},
\end{equation}
and the other two give $+16.6$ T.

The cancellation can also be seen in space. The factor $3\cos^2\theta-1$ is positive inside the two cones $|\cos\theta|>1/\sqrt3$ around the axis and negative in the belt between them. The whole cloud has density $3R^2/4\pi$, so the cones contribute
\begin{equation}
K_{\text{cones}}=\frac{3}{4\pi}\,2\pi\cdot2\Big[c^3-c\Big]_{1/\sqrt3}^{1}\langle r^{-3}\rangle
=\frac{2}{\sqrt3}\langle r^{-3}\rangle ,
\end{equation}
which is $-24.0$ T, and the belt contributes $+24.0$ T. Your intuition that nearby spins produce strong fields is sound; these fields cancel in the sum.

\subsection*{Why a half-filled shell can still show a hyperfine field}

The theorem concerns the total spin density, not the open shell alone. In Hartree--Fock theory exchange acts between electrons of like spin. The three spin-up $3p$ electrons therefore affect the spin-up and spin-down $s$ electrons differently. Unrestricted Hartree--Fock (UHF) lets the $s$ orbitals respond, and the paired shells no longer cancel at the nucleus:

\begin{center}
\begin{tabular}{lrrr}
shell & up & down & difference (bohr$^{-3}$)\\
$1s$ & 1008.9440 & 1009.2975 & $-0.3535$\\
$2s$ & 74.5070 & 74.2732 & $+0.2338$\\
$3s$ & 5.5971 & 5.6163 & $-0.0193$
\end{tabular}
\end{center}

The sum is $\rho_s(0)=-0.1389$ bohr$^{-3}$ before the entries are rounded, and
\begin{equation}
B_z(0)=-6.26567\times\frac{8\pi}{3}\times(-0.1389)\ \text{T}=+7.29\ \text{T}.
\end{equation}
The total spin density is still spherical, and its computed dipole field is zero to within rounding. The whole field is thus a contact field: the total cloud now touches the nucleus. In UHF the field is positive because spin-down density prevails there, although the atom as a whole has three excess spin-up electrons.

This value illustrates the mechanism and does not predict a measurement. A sparser basis gives $\rho_s(0)=-0.1388$ bohr$^{-3}$, but Gaussian functions have no cusp at the nucleus: adding tighter $s$ functions raises all densities in the table by about 0.3 per cent (the $1s$ up entry to about 1012), and moves $\rho_s(0)$ to $-0.1393$ bohr$^{-3}$ and the field to $+7.31$ T. Far larger is what the method omits, namely electron correlation and relativity. A second-order correlation correction of about $+0.13$ bohr$^{-3}$ already cancels nearly all of the UHF value, and the measured hyperfine constant of $^{31}$P, about $+55$ MHz, corresponds to $\rho_s(0)\approx+0.09$ bohr$^{-3}$ and a field near $-4.8$ T, so UHF has even the sign wrong. The UHF state is also not a pure spin state. The split into shells depends on the choice of occupied orbitals, and only the sum is fixed. For the canonical orbitals in the table, the result is what remains of larger terms of opposite sign: a change of 0.14 bohr$^{-3}$ in the $1s$ difference, about 0.014 per cent of the density of one $1s$ electron at the nucleus, would be enough to cancel it.

\subsection*{Where the conclusion stops}

\textbf{A cloud that is spherical about another nucleus can give a field.} Suppose a compact cloud with $N$ unpaired spins is spherical about a neighbouring atom at distance $D$ along $z$. Its centre lies at $\theta=0$, where $3\cos^2\theta-1=2$. Away from our nucleus the function $(3\cos^2\theta-1)/r^3$ satisfies Laplace's equation, so its average over a sphere that does not enclose our nucleus equals its value at the centre of that sphere. A cloud that lies entirely within a radius smaller than $D$ of its centre therefore gives $K=2N/D^3$, whatever its radial profile; a hollow spherical shell that encloses our nucleus gives zero. About our nucleus, this density has an $l=2$ part.

\textbf{Spins that do not share one axis can give a field.} For spins away from the nucleus that point along a varying unit vector $\mathbf n$, the angular factor of the dipole field is $3(\mathbf n\cdot\hat{\mathbf r})\cos\theta-n_z$. Choose $\mathbf n=2\cos\theta\,\hat{\mathbf r}-\hat{\mathbf z}$, which has unit length. Then $\mathbf n\cdot\hat{\mathbf r}=\cos\theta$ and $n_z=2\cos^2\theta-1$, so the factor is $1+\cos^2\theta$, with angular average $4/3$. A hollow cloud of spherical magnitude then does give a field at its centre.

\textbf{Orbital currents are a separate source.} The real orbitals used here carry none. An electron in a complex $p$ orbital with $m=\pm1$ circulates around the nucleus and adds a field that \eqref{eq:K} does not contain.

The remaining computed values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Model densities, K from the current integral (bohr^-3)
  r^0 P_0 exp(-r^2): K = 8.377580
  r^1 P_1 exp(-r^2): K = 0.000000
  r^2 P_2 exp(-r^2): K = 2.513274
  r^3 P_3 exp(-r^2): K = -0.000000
  r^4 P_4 exp(-r^2): K = 0.000000
  spherical shell at r = 3 bohr: |K| = 3.7e-15
  same shell times P_2, current: K = 1.506437
  same shell times P_2, formula: K = 1.506437
  xz exp(-r^2), transverse K = 1.256637
Twisted spin direction, kernel average = 1.333333
Electron g factor = -2.002319
mu_0 mu_B/(4 pi a0^3) = 6.25841 T
Field per unit K = -6.26567 T bohr^3
Phosphorus atom, ROHF, bare 3p^3 cloud, M_S = +3/2
  total energy = -340.71877 hartree
  <r^-3> of 3p = 3.3107 bohr^-3
  K of one 3p_z = 2.6486 bohr^-3
  field of one 3p_z = -16.595 T
  field of 3p_x and 3p_y together = 16.595 T
  field of polar cones, whole cloud = -23.953 T
  field of equatorial belt, whole cloud = 23.953 T
  size of total field, current road = 5.9e-11 T
  density of cloud at nucleus = 1.5e-24 bohr^-3
Phosphorus atom, UHF, M_S = +3/2
  total energy = -340.71927 hartree
  integrated spin density = 3.000000 electrons
  1s at nucleus: up 1008.9440, down 1009.2975, difference -0.3535 bohr^-3
  2s at nucleus: up 74.5070, down 74.2732, difference +0.2338 bohr^-3
  3s at nucleus: up 5.5971, down 5.6163, difference -0.0193 bohr^-3
  spin density at nucleus = -0.1389 bohr^-3
  same, sparser basis = -0.1388 bohr^-3
  contact field = +7.291 T
  size of dipole field = 1.0e-11 T
  total field, current road = +7.291 T
\end{verbatim}
